# SP2 purification: building the N-electron projector without a chemical potential: test program

```python
"""
SP2 purification: X <- X^2 if Tr X > N, else X <- 2X - X^2.
Claim: for a gapped symmetric H, with X0 = (emax-H)/(emax-emin), this
converges to the projector on the N lowest states, one product per step.
x: eigenvalues of X; h, l: images of levels N and N+1 (h > l).
P: sum of x over virtual levels; Q: sum of 1-x over occupied levels.
d = Tr(X-X^2); R = h(1-l)/(l(1-h)) measures the separation of h and l.
The number of products is studied as a function of the scaled gap h-l.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq

TOL = 1e-10


def ring_hamiltonian(cells):
    """Ring with three sites per cell; all energies in eV."""
    size = 3 * cells
    H = np.diag(np.tile([-2.0, 0.0, 1.0], cells))
    for i in range(size):
        j = (i + 1) % size
        H[i, j] = H[j, i] = -1.0
    return H


def row_bounds(H):
    """Spectral bounds from diagonal elements and row sums."""
    diag = np.diag(H)
    radius = np.abs(H).sum(axis=1) - np.abs(diag)
    return (diag - radius).min(), (diag + radius).max()


def level_step(x, N):
    """One purification step acting on eigenvalues."""
    return x * x if x.sum() > N else 2 * x - x * x


def purify_levels(x, N, max_steps=1000):
    """Run the recursion on eigenvalues until the safe stopping test."""
    for step in range(1, max_steps + 1):
        trace = x.sum()
        d = np.sum(x * (1 - x))
        x = level_step(x, N)
        if d < TOL and abs(trace - N) + 2 * d < 1:
            return x, step
    raise RuntimeError("no convergence")


def errors(x, N):
    """P and Q for eigenvalues sorted in descending order."""
    return x[N:].sum(), (1 - x[:N]).sum()


# Symbolic test of the separation law for both maps
hs, ls = sp.symbols("h l", positive=True)


def odds_ratio(a, b):
    return a * (1 - b) / (b * (1 - a))


R_old = odds_ratio(hs, ls)
for new_h, new_l, a in (
        (hs**2, ls**2, (1 - hs) / (1 + hs)),
        (2*hs - hs**2, 2*ls - ls**2, ls / (2 - ls))):
    difference = odds_ratio(new_h, new_l) - 1 - (R_old - 1) * (1 + R_old * a)
    assert sp.simplify(difference) == 0

# Matrix purification of the ring, compared with diagonalization
cells = 80
H = ring_hamiltonian(cells)
M, N = 3 * cells, cells
energies, orbitals = np.linalg.eigh(H)
D = orbitals[:, :N] @ orbitals[:, :N].T
emin, emax = row_bounds(H)
assert emin <= energies[0] and energies[-1] <= emax
gap = energies[N] - energies[N - 1]
scaled_gap = gap / (emax - emin)
X = (emax * np.eye(M) - H) / (emax - emin)
h = (emax - energies[N - 1]) / (emax - emin)
low = (emax - energies[N]) / (emax - emin)
hole = 1 - h
threshold = 32 * N * (M - N)

print(f"ring: M = {M} sites, N = {N} electrons")
print(f"spectral bounds: {emin:.3f} to {emax:.3f} eV")
print(f"HOMO {energies[N-1]:.6f} eV, LUMO {energies[N]:.6f} eV")
print(f"gap {gap:.6f} eV, scaled gap {scaled_gap:.6f} (no unit)")
print(f"separation threshold 32N(M-N) = {threshold}")
print("values before each step (no unit):")
print(" n map      Tr X        d        h        l  log10R  max(P,Q)")

history = []
products = 0
for n in range(100):
    x = np.linalg.eigvalsh(X)[::-1]
    P, Q = errors(x, N)
    # The matrix levels must follow the scalar maps in unchanged order
    assert abs(x[N - 1] - (1 - hole)) < 1e-10
    assert abs(x[N] - low) < 1e-10
    R = (1 - hole) * (1 - low) / (low * hole)
    trace = np.trace(X)
    square = X @ X
    products += 1
    trace_square = np.trace(square)
    d = trace - trace_square
    take_square = trace > N
    if min(d, abs(trace - N)) > 1e-11:
        nearer = abs(trace_square - N) < abs(2*trace - trace_square - N)
        assert nearer == take_square
    history.append((max(P, Q), R))
    name = "X^2  " if take_square else "2X-X2"
    print(f"{n:2d} {name} {trace:9.4f} {d:8.1e} {1-hole:8.5f}"
          f" {low:8.5f} {np.log10(R):7.2f} {max(P, Q):9.1e}")
    if take_square:
        X = square
        low, hole = low * low, hole * (2 - hole)
    else:
        X = 2 * X - square
        low, hole = low * (2 - low), hole * hole
    if d < TOL and abs(trace - N) + 2 * d < 1:
        assert P + Q <= 2 * d + 1e-11
        break
else:
    raise RuntimeError("matrix purification did not converge")

projector_error = np.linalg.norm(X - D)
band_energy = np.sum(H * X)
reference_energy = energies[:N].sum()
assert projector_error <= 4 * d + 1e-11
assert abs(band_energy - reference_energy) < 1e-8
assert products >= np.log2((1 - hole - low) / scaled_gap)

m_values = np.array([row[0] for row in history])
entry = int(np.flatnonzero(m_values < 0.25)[0])
target = 2 * TOL
reached = int(np.flatnonzero(m_values <= target + 1e-11)[0])
final_bound = 2 * int(np.ceil(np.log2(
    np.log(4 * target) / np.log(4 * m_values[entry]))))
assert reached - entry <= final_bound
for k in range(entry, len(m_values) - 2):
    assert m_values[k + 2] <= 4 * m_values[k]**2 + 1e-11

print(f"matrix products used: {products}")
print(f"Frobenius error of projector: {projector_error:.1e} (no unit)")
print(f"band energy: SP2 {band_energy:.8f} eV")
print(f"band energy: diagonalization {reference_energy:.8f} eV")
print(f"max(P,Q) first below 1/4 at n = {entry}")
print(f"steps from there to {target:.0e}: {reached-entry},"
      f" bound {final_bound}")

# Same ring, four times longer
large_energies = np.linalg.eigvalsh(ring_hamiltonian(4 * cells))
large_x = (emax - large_energies) / (emax - emin)
large_final, large_steps = purify_levels(large_x, 4 * N)
assert np.all(large_final[:4 * N] > 0.5)
assert np.all(large_final[4 * N:] < 0.5)
assert abs(large_steps - products) <= 2
print(f"products for M = {4*M}, N = {4*N}: {large_steps}")

# Two-step contraction on random spectra close to a projector
rng = np.random.default_rng(7)
for _ in range(2000):
    n_occ, n_virt = rng.integers(1, 12, size=2)
    p, q = rng.random(n_virt), rng.random(n_occ)
    p *= 0.249 * rng.random() / p.sum()
    q *= 0.249 * rng.random() / q.sum()
    x = np.concatenate((1 - q, p))
    m_start = max(errors(x, n_occ))
    x = level_step(level_step(x, n_occ), n_occ)
    assert max(errors(x, n_occ)) <= 4 * m_start**2 + 1e-13

# Global convergence from random, also strongly skewed, spectra
cases = 0
for trial in range(600):
    size = int(rng.integers(4, 41))
    n_occ = int(rng.integers(1, size))
    power = (0.2, 1.0, 5.0)[trial % 3]
    x = np.sort(rng.random(size)**power)[::-1]
    if odds_ratio(x[n_occ - 1], x[n_occ]) < 1.001:
        continue
    final, steps = purify_levels(x.copy(), n_occ)
    assert max(errors(final, n_occ)) < 1e-9
    for _ in range(steps):
        P, Q = errors(x, n_occ)
        a, b = x[n_occ - 1], x[n_occ]
        # Product form avoids division by a vanishing hole or occupation
        limit = 32 * n_occ * (size - n_occ)
        separated = a * (1 - b) > limit * b * (1 - a)
        if separated and max(P, Q) >= 0.25:
            assert min(P, Q) < 0.125
        x = level_step(x, n_occ)
    cases += 1
assert cases > 400
print(f"random gapped spectra converged: {cases}")

# A half-filled degenerate level prevents convergence
x = np.array([1.0, 0.3, 0.3, 0.0])
smallest_d = np.inf
for _ in range(1000):
    smallest_d = min(smallest_d, np.sum(x * (1 - x)))
    x = level_step(x, 2)
assert smallest_d >= 0.375 - 1e-12
print(f"gapless case: smallest d in 1000 steps = {smallest_d:.6f}")


# Stretching in the strictly alternating cycle
def two_steps(y):
    squared = y * y
    return 2 * squared - squared * squared


cycle_point = brentq(lambda y: two_steps(y) - y, 0.3, 0.9)
eps = 1e-5
slope = (two_steps(cycle_point + eps)
         - two_steps(cycle_point - eps)) / (2 * eps)
stretch = np.sqrt(slope)
assert abs(cycle_point - (np.sqrt(5) - 1) / 2) < 1e-10
assert abs(stretch - (np.sqrt(5) - 1)) < 1e-8
estimate = 1 / np.log2(np.sqrt(5) - 1)
print(f"alternating cycle: x = {cycle_point:.6f},"
      f" stretch {stretch:.6f} per product")

# Iteration count for uniform spectra with a gap, averaged over filling
density = 8000
powers = np.arange(3, 10)
means = []
print("uniform spectra, 41 fillings: products mean, min, max")
for power in powers:
    delta = 2.0**(-int(power))
    counts = []
    for center in np.linspace(0.25, 0.75, 41):
        n_virt = round(density * (center - delta / 2))
        n_occ = round(density * (1 - center - delta / 2))
        x = np.concatenate((
            np.linspace(1, center + delta / 2, n_occ),
            np.linspace(center - delta / 2, 0, n_virt)))
        final, steps = purify_levels(x, n_occ)
        assert max(errors(final, n_occ)) < 1e-9
        opened = final[n_occ - 1] - final[n_occ]
        assert steps >= np.log2(opened / delta)
        counts.append(steps)
    means.append(np.mean(counts))
    print(f"  scaled gap 1/{2**int(power):<4d} {means[-1]:6.2f}"
          f" {min(counts):3d} {max(counts):3d}")
rate, offset = np.polyfit(powers, means, 1)
# The cycle rate is an estimate: the trace rule also makes other sequences
assert abs(rate / estimate - 1) < 0.25
assert np.max(np.abs(np.polyval([rate, offset], powers) - means)) < 2
print(f"products per halving of gap: fitted {rate:.3f},"
      f" cycle estimate {estimate:.3f}")
print(f"fitted offset: {offset:.2f} products")
print("every check passed")
```

Running it gives:

```
ring: M = 240 sites, N = 80 electrons
spectral bounds: -4.000 to 3.000 eV
HOMO -2.514137 eV, LUMO -0.571993 eV
gap 1.942144 eV, scaled gap 0.277449 (no unit)
separation threshold 32N(M-N) = 409600
values before each step (no unit):
 n map      Tr X        d        h        l  log10R  max(P,Q)
 0 X^2    114.2857  4.2e+01  0.78773  0.51028    0.55   4.9e+01
 1 2X-X2   71.8367  3.3e+01  0.62052  0.26039    0.67   2.7e+01
 2 X^2    104.7564  3.0e+01  0.85600  0.45298    0.86   3.4e+01
 3 2X-X2   74.4039  2.3e+01  0.73273  0.20519    1.03   1.7e+01
 4 X^2     97.6451  1.9e+01  0.92857  0.36828    1.35   2.1e+01
 5 2X-X2   78.5449  1.2e+01  0.86224  0.13563    1.60   7.4e+00
 6 X^2     90.5537  1.0e+01  0.98102  0.25286    2.18   1.1e+01
 7 X^2     80.5103  3.4e+00  0.96240  0.06394    2.57   2.0e+00
 8 2X-X2   77.1557  2.9e+00  0.92622  0.00409    3.49   2.9e+00
 9 X^2     80.0292  3.2e-01  0.99456  0.00816    4.35   1.7e-01
10 2X-X2   79.7139  2.9e-01  0.98914  0.00007    6.14   2.9e-01
11 2X-X2   79.9999  4.0e-03  0.99988  0.00013    7.80   2.1e-03
12 X^2     80.0039  3.9e-03  1.00000  0.00027   11.43   3.9e-03
13 X^2     80.0000  1.1e-06  1.00000  0.00000   14.71   7.3e-07
14 2X-X2   80.0000  6.7e-07  1.00000  0.00000   21.55   6.7e-07
15 X^2     80.0000  9.9e-14  1.00000  0.00000   28.51   6.8e-14
matrix products used: 16
Frobenius error of projector: 2.6e-14 (no unit)
band energy: SP2 -215.98655167 eV
band energy: diagonalization -215.98655167 eV
max(P,Q) first below 1/4 at n = 9
steps from there to 2e-10: 6, bound 12
products for M = 960, N = 320: 16
random gapped spectra converged: 599
gapless case: smallest d in 1000 steps = 0.375014
alternating cycle: x = 0.618034, stretch 1.236068 per product
uniform spectra, 41 fillings: products mean, min, max
  scaled gap 1/8     20.51  20  21
  scaled gap 1/16    23.29  22  24
  scaled gap 1/32    26.56  26  27
  scaled gap 1/64    30.37  29  31
  scaled gap 1/128   33.05  32  34
  scaled gap 1/256   36.56  36  37
  scaled gap 1/512   40.07  39  41
products per halving of gap: fitted 3.275, cycle estimate 3.271
fitted offset: 10.41 products
every check passed
```
